# Zero elastic interaction between isotropic dilatation centres in an infinite solid: a program that tests the result

```python
"""
Result under test: two isotropic point dilatation centres in an infinite,
homogeneous, isotropic elastic solid have interaction energy
    E12 = -(P1 P2 / M) delta(R),  hence zero at every finite separation R.
P: strength of the isotropic force dipole (eV); M = lambda + 2 mu;
K: bulk modulus; A = P/(4 pi M), so that u = A r/r^3.
Lengths are in nm, energies in eV, moduli in eV/nm^3 unless labelled.
The example is a pair of Ge atoms in Si with rough typical input values.
The program also sizes effects that the theorem leaves out.
"""
import numpy as np
from scipy import constants as const

pi = np.pi
GPA = 1e9 * 1e-27 / const.e            # eV/nm^3 in one GPa
c11_gpa, c12_gpa, c44_gpa = 166.0, 64.0, 80.0
lattice = 0.543                        # nm
relax_volume = 0.0025                  # nm^3, one Ge atom in Si
temperature = 800.0                    # K
depth = 1.0                            # nm, both atoms below a free surface
contrast = -0.20                       # relative shear-modulus change at Ge

cubic = np.array([c11_gpa, c12_gpa, c44_gpa]) * GPA
K = (cubic[0] + 2 * cubic[1]) / 3
mu = (cubic[0] - cubic[1] + 3 * cubic[2]) / 5     # Voigt average
lam = K - 2 * mu / 3
M = lam + 2 * mu
nu = lam / (2 * (lam + mu))
P = K * relax_volume
A = P / (4 * pi * M)
R = 2 * lattice
R_vec = np.array([R, 0.0, 0.0])
scale = P**2 / (4 * pi * M * R**3)
bond = np.sqrt(3) * lattice / 4
eye = np.eye(3)


def centre_u(x):
    return A * x / np.linalg.norm(x)**3


def gradient(field, x, h=1e-3):
    """Matrix d u_i / d x_j by central differences."""
    return np.array([(field(x + h * e) - field(x - h * e)) / (2 * h)
                     for e in eye]).T


def stress(field, x, h=1e-3):
    g = gradient(field, x, h)
    return lam * np.trace(g) * eye + mu * (g + g.T)


# ---- Clusters of point forces, using the Kelvin solution ----
def kelvin(x):
    r = np.linalg.norm(x)
    n = x / r
    return ((3 - 4 * nu) * eye + np.outer(n, n)) / (16 * pi * mu * (1 - nu) * r)


def six_forces(h):
    arms = np.vstack([h * eye, -h * eye])
    return arms, arms * P / (2 * h**2)


def cluster_u(cluster, x):
    return sum(kelvin(x - a) @ f for a, f in zip(*cluster))


def cluster_energy(first, second, separation):
    return -sum(f @ cluster_u(first, separation + a) for a, f in zip(*second))


probe = np.array([0.7, -0.4, 0.9])
u_forces = cluster_u(six_forces(0.002), probe)
assert np.linalg.norm(u_forces - centre_u(probe)) < \
    1e-3 * np.linalg.norm(centre_u(probe))

strain = gradient(centre_u, R_vec)
assert abs(np.trace(strain)) < 1e-4 * np.linalg.norm(strain)
assert np.allclose(strain, A / R**3 * np.diag([-2, 1, 1]),
                   atol=1e-4 * A / R**3)

arm_ratios = [0.02, 0.01]
residuals = [cluster_energy(six_forces(q * R), six_forces(q * R), R_vec)
             for q in arm_ratios]
assert abs(residuals[0] / residuals[1] - 4) < 0.1   # vanishes as arm squared
assert abs(residuals[1]) < 0.01 * scale
oblique = R * np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
assert abs(cluster_energy(six_forces(0.01 * R), six_forces(0.01 * R),
                          oblique)) < 0.01 * scale

# A uniaxial second dipole with the same trace must interact.
h = 0.005 * R
axis_arms = np.array([[h, 0, 0], [-h, 0, 0]])
uniaxial = (axis_arms, axis_arms * 3 * P / (2 * h**2))
E_uniaxial = cluster_energy(six_forces(h), uniaxial, R_vec)
E_uniaxial_formula = 6 * P * A / R**3
assert abs(E_uniaxial / E_uniaxial_formula - 1) < 2e-3

# ---- Cross energy outside two spheres, in bispherical coordinates ----
core = bond
tau0 = np.arccosh(R / (2 * core))
focus = core * np.sinh(tau0)
nodes, weights = np.polynomial.legendre.leggauss(240)
tau = (tau0 * nodes)[:, None]
sig = (pi * (nodes + 1) / 2)[None, :]
w2 = np.outer(tau0 * weights, pi / 2 * weights)
den = np.cosh(tau) - np.cos(sig)
z = focus * np.sinh(tau) / den
rho = focus * np.sin(sig) / den
r1 = np.sqrt(rho**2 + (z + R / 2)**2)
r2 = np.sqrt(rho**2 + (z - R / 2)**2)
cosine = (rho**2 + z**2 - R**2 / 4) / (r1 * r2)
density = 2 * mu * A**2 * (9 * cosine**2 - 3) / (r1 * r2)**3
cells = density * w2 * 2 * pi * focus**3 * np.sin(sig) / den**3
positive = cells[cells > 0].sum()
negative = cells[cells < 0].sum()
net = cells.sum()
assert positive > 0.01 * scale
assert abs(net) < 1e-8 * positive

# ---- Relaxation volume of a traction-free sphere, source at its centre ----
ball = 5.0
edge = np.array([ball, 0.0, 0.0])
pull_source = stress(centre_u, edge)[0, 0]
pull_uniform = stress(lambda x: x, edge)[0, 0]
B = -pull_source / pull_uniform
free_volume = 4 * pi * ball**2 * (A / ball**2 + B * ball)
assert abs(free_volume / relax_volume - 1) < 1e-5


# ---- Cubic anisotropy ----
def mean_g(t, direction, c, n_angle=64):
    """Azimuthal mean of n.Gamma^-1.n at n.direction = t."""
    t = np.atleast_1d(t)[:, None, None]
    e1 = np.cross(direction, [0.3, 0.5, 0.8])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(direction, e1)
    psi = (2 * pi * np.arange(n_angle) / n_angle)[None, :, None]
    n = t * direction + np.sqrt(1 - t**2) * (np.cos(psi) * e1
                                             + np.sin(psi) * e2)
    gamma = (c[1] + c[2]) * n[..., :, None] * n[..., None, :]
    gamma = gamma + eye * ((c[0] - c[1] - 2 * c[2]) * n**2
                           + c[2])[..., None, :]
    solved = np.linalg.solve(gamma, n[..., None])[..., 0]
    return (n * solved).sum(axis=-1).mean(axis=1)


def anisotropic_energy(direction, c, step=0.02, n_angle=64):
    g = mean_g(step * np.arange(-2, 3), direction, c, n_angle)
    curvature = g @ np.array([-1, 16, -30, 16, -1]) / (12 * step**2)
    return P**2 * curvature / (4 * pi * R**3)


t_nodes, t_weights = np.polynomial.legendre.leggauss(500)


def smoothed_energy(direction, c, distance, s):
    """Fourier integral with a Gaussian cutoff exp(-k^2 s^2/2)."""
    a = distance * t_nodes / s
    kernel = np.sqrt(pi / 2) / s**3 * (1 - a**2) * np.exp(-a**2 / 2)
    g = mean_g(t_nodes, direction, c)
    return -P**2 / (4 * pi**2) * np.sum(t_weights * g * kernel)


isotropic = np.array([M, lam, mu])
x_hat = np.array([1.0, 0.0, 0.0])
contact = smoothed_energy(x_hat, isotropic, 0.3, 0.2)
contact_formula = -P**2 / M * np.exp(-0.3**2 / (2 * 0.2**2)) \
    / (2 * pi * 0.2**2)**1.5
assert abs(contact / contact_formula - 1) < 1e-8
assert abs(anisotropic_energy(x_hat, isotropic)) < 1e-7 * scale

directions = {"[100]": [1, 0, 0], "[110]": [1, 1, 0], "[111]": [1, 1, 1]}
E_aniso, shifts, fourier_gaps = {}, [], []
for name, vector in directions.items():
    d_hat = np.array(vector, float) / np.linalg.norm(vector)
    E_aniso[name] = anisotropic_energy(d_hat, cubic)
    shifts.append(abs(anisotropic_energy(d_hat, cubic, 0.01, 128)
                      - E_aniso[name]))
    wide = smoothed_energy(d_hat, cubic, R, 0.06 * R)
    narrow = smoothed_energy(d_hat, cubic, R, 0.03 * R)
    fourier_gaps.append(abs((4 * narrow - wide) / 3 - E_aniso[name]))
largest = max(abs(e) for e in E_aniso.values())
assert largest > 0.01 * scale
assert max(shifts) < 1e-3 * largest
assert max(fourier_gaps) < 3e-3 * largest


# ---- Free surface z = 0, solid at z > 0, source at (0, 0, depth) ----
def surface_image_u(x):
    q = x + np.array([0, 0, depth])
    r, s = np.linalg.norm(q), q[2]
    grad_psi = -q / r**3
    grad_dpsi = -eye[2] / r**3 + 3 * s * q / r**5
    return A * (-(3 - 4 * nu) * grad_psi - 2 * x[2] * grad_dpsi
                - 2 * (3 - 4 * nu) * eye[2] * s / r**3)


def source_u(x):
    return centre_u(x - np.array([0, 0, depth]))


def half_space_u(x):
    return source_u(x) + surface_image_u(x)


def image_dilatation(x):
    s = x[2] + depth
    r = np.sqrt(x[0]**2 + x[1]**2 + s**2)
    return 4 * (1 - 2 * nu) * A * (3 * s**2 / r**5 - 1 / r**3)


on_surface = np.array([0.6, 0.3, 0.0])
traction = stress(half_space_u, on_surface)[:, 2]
assert np.linalg.norm(traction) < \
    1e-4 * np.linalg.norm(stress(source_u, on_surface))
inside = np.array([0.8, -0.5, 0.7])
hh = 2e-3
stress_slopes = np.array([(stress(surface_image_u, inside + hh * e, hh)
                           - stress(surface_image_u, inside - hh * e, hh))
                          / (2 * hh) for e in eye])
body_force = np.einsum('jij->i', stress_slopes)
assert np.linalg.norm(body_force) < 1e-3 * np.linalg.norm(stress_slopes)
second_atom = np.array([R, 0.0, depth])
for point in (inside, second_atom):
    numeric = np.trace(gradient(surface_image_u, point))
    assert abs(numeric - image_dilatation(point)) < 1e-4 * A
E_surface = -P * image_dilatation(second_atom)

# ---- Modulus contrast: first-order energy change at fixed forces ----
rng = np.random.default_rng(4)
raw = rng.normal(size=(6, 6))
stiffness = raw @ raw.T + 6 * np.eye(6)
change = rng.normal(size=(6, 6))
change = 1e-5 * (change + change.T)
load = rng.normal(size=6)
shape = np.linalg.solve(stiffness, load)
exact_change = -0.5 * load @ (np.linalg.solve(stiffness + change, load) - shape)
assert abs(exact_change - 0.5 * shape @ change @ shape) < 1e-4 * (
    0.5 * np.linalg.norm(change) * (shape @ shape))
strain_square = np.sum(strain**2)
assert abs(strain_square / (6 * A**2 / R**6) - 1) < 1e-4
atom_volume = lattice**3 / 8
E_contrast = 2 * contrast * mu * atom_volume * strain_square

# ---- Forces on the four real neighbours instead of a point dipole ----
tetra = bond / np.sqrt(3) * np.array([[1, 1, 1], [1, -1, -1],
                                      [-1, 1, -1], [-1, -1, 1]])
shell = (tetra, tetra * 3 * P / (4 * bond**2))
assert np.allclose(shell[0].T @ shell[1], P * eye)
E_shell = cluster_energy(shell, shell, R_vec)
far_ratio = cluster_energy(shell, shell, 16 * R_vec) \
    / cluster_energy(shell, shell, 32 * R_vec)
assert abs(far_ratio - 32) < 0.5                    # falls as R^-5

kT = const.k * temperature / const.e
meV = 1e3
print("INPUTS (rough typical values)")
print(f"C11, C12, C44 of Si: {c11_gpa:.0f}, {c12_gpa:.0f}, {c44_gpa:.0f} GPa")
print(f"lattice constant: {lattice:.3f} nm")
print(f"relaxation volume of Ge: {relax_volume:.4f} nm^3")
print(f"growth temperature: {temperature:.0f} K")
print(f"depth below surface: {depth:.1f} nm")
print(f"shear-modulus contrast: {100 * contrast:.0f} %")
print("ISOTROPIC MODEL")
print(f"bulk modulus K: {K / GPA:.1f} GPa")
print(f"shear modulus mu (Voigt): {mu / GPA:.1f} GPa")
print(f"lambda: {lam / GPA:.1f} GPa")
print(f"M = lambda + 2 mu: {M / GPA:.1f} GPa")
print(f"Poisson ratio: {nu:.3f}")
print(f"dipole strength P: {P:.3f} eV")
print(f"field strength A: {A:.3e} nm^3")
print(f"volume P/M in infinite solid: {P / M:.5f} nm^3")
print(f"free-sphere volume change: {free_volume:.5f} nm^3")
print(f"separation R: {R:.3f} nm")
print(f"displacement at R: {A / R**2:.3e} nm")
print(f"radial strain at R: {strain[0, 0]:.3e}")
print(f"transverse strain at R: {strain[1, 1]:.3e}")
print(f"radial strain at bond length: {-2 * A / bond**3:.4f}")
print(f"energy scale P^2/(4 pi M R^3): {scale * meV:.4f} meV")
print("TESTS OF ZERO INTERACTION")
for q, e in zip(arm_ratios, residuals):
    print(f"six-force pair, arm/R = {q:.2f}: {e * meV:.3e} meV")
print(f"residual ratio on halving arm: {residuals[0] / residuals[1]:.3f}")
print(f"excluded core radius: {core:.4f} nm")
print(f"positive cross energy: {positive * meV:.4f} meV")
print(f"negative cross energy: {negative * meV:.4f} meV")
print(f"|net|/positive below 1e-8: {abs(net) < 1e-8 * positive}")
print(f"uniaxial second dipole, forces: {E_uniaxial * meV:.4f} meV")
print(f"uniaxial second dipole, formula: {E_uniaxial_formula * meV:.4f} meV")
print("NEGLECTED EFFECTS AT THE SAME R")
print(f"Zener ratio of Si: {2 * c44_gpa / (c11_gpa - c12_gpa):.3f}")
for name, e in E_aniso.items():
    print(f"cubic anisotropy, R along {name}: {e * meV:.4f} meV")
print(f"largest numerical shift: {max(shifts) * meV:.1e} meV")
print(f"largest gap to Fourier integral: {max(fourier_gaps) * meV:.1e} meV")
print(f"free-surface image: {E_surface * meV:.4f} meV")
print(f"modulus contrast, both atoms: {E_contrast * meV:.2e} meV")
print(f"finite force shell, [100]: {E_shell * meV:.4f} meV")
print(f"shell energy ratio, 16R to 32R: {far_ratio:.2f}")
print(f"kT: {kT * meV:.1f} meV")
print("ALL CHECKS PASSED")
```

Output:

```
INPUTS (rough typical values)
C11, C12, C44 of Si: 166, 64, 80 GPa
lattice constant: 0.543 nm
relaxation volume of Ge: 0.0025 nm^3
growth temperature: 800 K
depth below surface: 1.0 nm
shear-modulus contrast: -20 %
ISOTROPIC MODEL
bulk modulus K: 98.0 GPa
shear modulus mu (Voigt): 68.4 GPa
lambda: 52.4 GPa
M = lambda + 2 mu: 189.2 GPa
Poisson ratio: 0.217
dipole strength P: 1.529 eV
field strength A: 1.030e-04 nm^3
volume P/M in infinite solid: 0.00129 nm^3
free-sphere volume change: 0.00250 nm^3
separation R: 1.086 nm
displacement at R: 8.737e-05 nm
radial strain at R: -1.609e-04
transverse strain at R: 8.045e-05
radial strain at bond length: -0.0159
energy scale P^2/(4 pi M R^3): 0.1230 meV
TESTS OF ZERO INTERACTION
six-force pair, arm/R = 0.02: 6.932e-04 meV
six-force pair, arm/R = 0.01: 1.725e-04 meV
residual ratio on halving arm: 4.018
excluded core radius: 0.2351 nm
positive cross energy: 0.3094 meV
negative cross energy: -0.3094 meV
|net|/positive below 1e-8: True
uniaxial second dipole, forces: 0.7384 meV
uniaxial second dipole, formula: 0.7382 meV
NEGLECTED EFFECTS AT THE SAME R
Zener ratio of Si: 1.569
cubic anisotropy, R along [100]: -0.0977 meV
cubic anisotropy, R along [110]: 0.0436 meV
cubic anisotropy, R along [111]: 0.0990 meV
largest numerical shift: 1.5e-07 meV
largest gap to Fourier integral: 3.4e-05 meV
free-surface image: -0.0399 meV
modulus contrast, both atoms: -1.33e-04 meV
finite force shell, [100]: -0.0922 meV
shell energy ratio, 16R to 32R: 31.97
kT: 68.9 meV
ALL CHECKS PASSED
```
